# Ranking small contributions to the 2s–2p1/2 interval of lithium-like ions: test program

```python
"""Contributions to E(2p1/2) - E(2s) of lithium-like ions, lowest order in 1/Z.

Result under test (a = fine-structure constant, Za = Z*a, energies in m c^2):
  Breit            +(172/6561) a Za^3
  self-energy      -(a/8 pi) Za^4 dF,     dF = F(2s) - F(2p1/2)
  vacuum polar.    +(a/8 pi) (4/15) Za^4
  nuclear size     -(1/12) Za^4 <r^2>,    <r^2> = (3/5) R^2 for a uniform sphere
  recoil           -(512/6561) (m/M) Za^2
and their relativistic values from Dirac orbitals (Breit, Uehling, size).
Internal units: hbar = m = c = 1, so lengths are in reduced Compton lengths.
G, F are r times the large and small radial functions g, f; kappa = -1 for s1/2
and +1 for p1/2.  dF is an imported, rough all-order input, not computed here.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid, cumulative_trapezoid, solve_ivp, quad, dblquad
from scipy.optimize import brentq
from scipy.special import erfc, eval_genlaguerre, roots_laguerre

alpha = const.fine_structure
mc2_eV = const.m_e * const.c**2 / const.e
compton_fm = const.hbar / (const.m_e * const.c) * 1e15
log_grid = np.linspace(np.log(1e-8), np.log(80.0), 2500)
log_step = log_grid[1] - log_grid[0]


def dirac_energy(charge, n):
    gam = np.sqrt(1 - (charge * alpha)**2)
    return gam if n == 1 else np.sqrt((1 + gam) / 2)


def integral(values, r):
    return trapezoid(values * r, dx=log_step)


def running(values, r):
    return cumulative_trapezoid(values * r, dx=log_step, initial=0)


def dirac_state(charge, kappa, n):
    """Point-nucleus orbital from the power series of the radial Dirac equation."""
    za = charge * alpha
    gam = np.sqrt(1 - za**2)
    energy = dirac_energy(charge, n)
    lam = np.sqrt(1 - energy**2)
    a0, b0 = 1.0, (gam + kappa) / za
    a1, b1 = np.linalg.solve(
        [[gam + 1 + kappa, -za], [za, gam + 1 - kappa]],
        [lam * a0 + (energy + 1) * b0, lam * b0 - (energy - 1) * a0])
    # the series must end here, which holds only at an eigenvalue
    assert abs(lam * a1 + (energy + 1) * b1) < 1e-9 * (lam + abs(b0))
    r = np.exp(log_grid) / za
    shape = (za * r)**gam * np.exp(-lam * r)
    G, F = shape * (a0 + a1 * r), shape * (b0 + b1 * r)
    norm = np.sqrt(integral(G**2 + F**2, r))
    return r, G / norm, F / norm


def breit_shifts(charge):
    """Exchange Breit energies of 2s and 2p1/2 with the 1s^2 core."""
    r, Gc, Fc = dirac_state(charge, -1, 1)
    _, Gs, Fs = dirac_state(charge, -1, 2)
    _, Gp, Fp = dirac_state(charge, 1, 2)
    H = Gs * Fc + Fs * Gc
    shift_s = 4 / 3 * integral(H / r**2 * running(r * H, r), r)
    a, b = Gp * Fc, Fp * Gc
    A, C = a / 3 + b, -2 * a / 3
    inner_A, inner_A2 = running(A, r), running(r**2 * A, r)
    inner_C2 = running(r**2 * C, r)
    shift_p = 2 * integral(2 * A / r * inner_A + 0.4 * C / r**3 * inner_C2
                           + C / r * inner_A - C / r**3 * inner_A2, r)
    return alpha * shift_s, alpha * shift_p


def uehling_shifts(charge):
    s = np.arange(0, 25, 0.05)
    ch, sh = np.cosh(s), np.sinh(s)
    weight = 0.05 * (sh / ch)**2 * (1 + 0.5 / ch**2)
    shifts = []
    for kappa in (-1, 1):
        r, G, F = dirac_state(charge, kappa, 2)
        spectral = np.exp(-2 * np.outer(r, ch)) @ weight
        potential = -2 * alpha / (3 * np.pi) * charge * alpha / r * spectral
        shifts.append(integral((G**2 + F**2) * potential, r))
    return shifts


def size_shift(charge, kappa, radius):
    """Exact n=2 level shift for a uniformly charged sphere, by matching at its edge."""
    za = charge * alpha
    point_energy = dirac_energy(charge, 2)
    scale = za**4 * 0.6 * radius**2 / 12

    def propagate(r_start, r_end, start, energy, inside):
        def slope(y, w):
            r = np.exp(y)
            v = -za * (3 - (r / radius)**2) / (2 * radius) if inside else -za / r
            return [-kappa * w[0] + r * (energy + 1 - v) * w[1],
                    kappa * w[1] - r * (energy - 1 - v) * w[0]]
        sol = solve_ivp(slope, (np.log(r_start), np.log(r_end)), start,
                        method="DOP853", rtol=1e-12, atol=1e-30)
        assert sol.success
        end = sol.y[:, -1]
        return end / np.hypot(*end)

    def mismatch(x):
        energy = point_energy + x * scale
        lam = np.sqrt((1 - energy) * (1 + energy))
        r0 = 1e-4 * radius
        v0 = -1.5 * za / radius
        if kappa == -1:
            start = [r0, -(energy - 1 - v0) * r0**2 / 3]
        else:
            start = [(energy + 1 - v0) * r0**2 / 3, r0]
        inner = propagate(r0, radius, start, energy, True)
        outer = propagate(45 / lam, radius, [1.0, -lam / (1 + energy)], energy, False)
        return inner[0] * outer[1] - inner[1] * outer[0]

    return scale * brentq(mismatch, -1.0, 50.0, xtol=1e-6, rtol=1e-8)


def contact_ratio(charge):
    """2s density at the nucleus in the direct field of 1s^2, over the bare value."""
    x, w = roots_laguerre(60)
    columns, slopes, origin = [], [], []
    for k in range(20):
        norm = 1 / np.sqrt((k + 1) * (k + 2))
        L = eval_genlaguerre(k, 2, x)
        dL = -eval_genlaguerre(k - 1, 3, x) if k > 0 else np.zeros_like(x)
        columns.append(norm * x * L)
        slopes.append(norm * (L * (1 - x / 2) + x * dL))
        origin.append(norm * (k + 1) * (k + 2) / 2)
    B, D = np.array(columns), np.array(slopes)
    v = -1 / x + 2 / charge * (1 / x - np.exp(-2 * x) * (1 + 1 / x))
    _, vectors = np.linalg.eigh(0.5 * (D * w) @ D.T + (B * w * v) @ B.T)
    return (vectors[:, 1] @ np.array(origin))**2 / 0.5


# Test: Breit kernels against the operator with explicit Dirac matrices.
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
dirac_alpha = np.array([np.kron(pauli[0], s) for s in pauli])


def spinor(kappa, g, f, direction, spin):
    chi = np.eye(2)[spin]
    turned = np.einsum("i,ijk,k->j", direction, pauli, chi)
    parts = (g * chi, -1j * f * turned) if kappa == -1 else (-g * turned, 1j * f * chi)
    return np.concatenate(parts) / np.sqrt(4 * np.pi)


r1, r2 = 0.7, 1.3
gv, fv = np.array([0.9, -0.4]), np.array([0.2, 0.35])
gc, fc = np.array([1.1, 0.5]), np.array([-0.3, 0.25])
nodes, weights = np.polynomial.legendre.leggauss(60)
for kappa in (-1, 1):
    direct = 0.0
    for u, wt in zip(nodes, weights):
        n1, n2 = np.array([0, 0, 1.0]), np.array([np.sqrt(1 - u * u), 0, u])
        gap = r1 * n1 - r2 * n2
        dist = np.linalg.norm(gap)
        unit_gap = gap / dist
        for sv, sc in itertools.product((0, 1), repeat=2):
            v1, v2 = (spinor(kappa, gv[i], fv[i], d, sv) for i, d in enumerate((n1, n2)))
            c1, c2 = (spinor(-1, gc[i], fc[i], d, sc) for i, d in enumerate((n1, n2)))
            j1 = np.array([v1.conj() @ m @ c1 for m in dirac_alpha])
            j2 = np.array([c2.conj() @ m @ v2 for m in dirac_alpha])
            breit = -0.5 * (j1 @ j2 + (j1 @ unit_gap) * (j2 @ unit_gap)) / dist
            # exchange sign, average over valence spin, both solid angles
            direct += -0.5 * wt * 8 * np.pi**2 * breit.real
    if kappa == -1:
        h = gv * fc + fv * gc
        kernel = 2 / 3 * h[0] * h[1] * r1 / r2**2
    else:
        a, b = gv * fc, fv * gc
        A, C = a / 3 + b, -2 * a / 3
        kernel = (2 * A[0] * A[1] / r2 + 0.4 * C[0] * C[1] * r1**2 / r2**3
                  + A[0] * C[1] * (r2**2 - r1**2) / r2**3)
    assert abs(direct - kernel) < 1e-8

# Test: low-Z limits; tolerances cover the remaining relativistic corrections.
low_s, low_p = (x / alpha**4 for x in breit_shifts(1))
assert abs(low_s / (2 / 81) - 1) < 1e-3
assert abs(low_p / (334 / 6561) - 1) < 1e-3
low_vp = uehling_shifts(1)[0] / (alpha**5 / (8 * np.pi))
assert abs(low_vp / (-4 / 15) - 1) < 0.02

# Test: recoil from a full three-electron determinant 1s(up) 1s(down) 2p1/2.
gradient = dblquad(lambda u, r: 2 * np.pi * r**2 * np.exp(-1.5 * r)
                   * (1 - r * u**2 / 2) / (np.pi * np.sqrt(32)), 0, 40, -1, 1)[0]
momentum = []
for k in (1, 2, 3):
    spatial = np.zeros((4, 4), complex)
    spatial[0, k], spatial[k, 0] = -1j * gradient, 1j * gradient
    momentum.append(np.kron(spatial, np.eye(2)))
up, down = np.eye(2)
s_orb, px, py, pz = np.eye(4)
valence = (np.sqrt(2 / 3) * np.kron(-(px + 1j * py) / np.sqrt(2), down)
           - np.sqrt(1 / 3) * np.kron(pz, up))
orbitals = [np.kron(s_orb, up), np.kron(s_orb, down), valence]
state = np.zeros((8, 8, 8), complex)
for perm in itertools.permutations(range(3)):
    sign = np.linalg.det(np.eye(3)[list(perm)])
    state += sign * np.einsum("a,b,c->abc", *[orbitals[i] for i in perm]) / np.sqrt(6)
pair_sum = 0.0
for P in momentum:
    moved = np.einsum("ad,be,dec->abc", P, P, state)
    pair_sum += 3 * np.vdot(state, moved).real
assert abs(pair_sum + 512 / 6561) < 1e-7

# Test: smearing formula <dr^2><Laplacian V>/6 for a 2s electron (atomic units).
sigma = 1e-3
smeared = quad(lambda r: 0.5 * r * (1 - r / 2)**2 * np.exp(-r)
               * erfc(r / (np.sqrt(2) * sigma)), 0, 12 * sigma, epsabs=1e-15)[0]
smearing_law = 3 * sigma**2 / 6 * 4 * np.pi / (8 * np.pi)
assert abs(smeared / smearing_law - 1) < 0.01

# Test: sphere solver against first-order perturbation theory at low charge.
test_radius = 1.2 * 209**(1 / 3) / compton_fm
r, G, F = dirac_state(10, -1, 2)
extra = np.where(r < test_radius, 10 * alpha * (
    1 / r - (3 - (r / test_radius)**2) / (2 * test_radius)), 0)
first_order = integral((G**2 + F**2) * extra, r)
assert abs(size_shift(10, -1, test_radius) / first_order - 1) < 0.03
assert abs(contact_ratio(1e9) - 1) < 1e-6

print(f"electron rest energy: {mc2_eV:.1f} eV")
print(f"reduced Compton length: {compton_fm:.3f} fm")
print(f"Breit coefficients at Z=1: 2s {low_s:.5f}, 2p1/2 {low_p:.5f}")
print(f"three-electron <sum p_i.p_j>/(Z^2 a.u.): {pair_sum:.6f}")

names = ["Breit", "self-energy", "vac.pol.", "size", "recoil"]
rough_dF = {20: 3.6, 54: 2.1, 83: 1.9}   # imported all-order input, two figures
mass_number = {20: 40, 54: 132, 83: 209}
table = {}
for Z in (20, 54, 83):
    za = Z * alpha
    A_nuc = mass_number[Z]
    radius = 1.2 * A_nuc**(1 / 3) / compton_fm
    mass_ratio = const.m_e / (A_nuc * const.atomic_mass)
    unit = alpha / np.pi * za**4 / 8 * mc2_eV
    bs, bp = (x * mc2_eV for x in breit_shifts(Z))
    vs, vp = (x * mc2_eV for x in uehling_shifts(Z))
    ns, npp = (size_shift(Z, k, radius) * mc2_eV for k in (-1, 1))
    recoil = -512 / 6561 * mass_ratio * za**2 * mc2_eV
    jitter_F = 4 / 3 * np.log(1 / za**2)
    assert 1 / 1.5 < jitter_F / rough_dF[Z] < 1.5
    values = np.array([bp - bs, -unit * rough_dF[Z], vp - vs, npp - ns, recoil])
    table[Z] = values
    breit_law = 172 / 6561 * alpha * za**3 * mc2_eV
    size_law = -za**4 * 0.6 * radius**2 / 12 * mc2_eV
    order = [names[i] for i in np.argsort(-abs(values))]
    print(f"--- Z={Z}, A={A_nuc}, Z alpha={za:.4f}, m/M={mass_ratio:.3e}")
    print(f"sphere radius: {radius * compton_fm:.3f} fm")
    print(f"Breit 2s, 2p1/2: {bs:.4g}, {bp:.4g} eV")
    print(f"Breit 2p-2s: {values[0]:+.4g} eV; Z^3 law {breit_law:+.4g} eV")
    print(f"QED unit (a/8pi)(Za)^4 mc^2: {unit:.4g} eV")
    print(f"dF imported (rough): {rough_dF[Z]}; jitter estimate {jitter_F:.2f}")
    print(f"self-energy 2p-2s: {values[1]:+.2g} eV")
    print(f"dF at which self-energy = Breit: {values[0] / unit:.2f}")
    print(f"Uehling 2s, 2p1/2: {vs:.4g}, {vp:.3g} eV")
    print(f"Uehling 2p-2s: {values[2]:+.3g} eV; Z^4 law {4 / 15 * unit:+.3g} eV")
    print(f"size 2s, 2p1/2: {ns:.3g}, {npp:.2g} eV")
    print(f"size 2p-2s: {values[3]:+.3g} eV; low-Z law {size_law:+.3g} eV")
    print(f"recoil 2p-2s: {recoil:+.2g} eV")
    print(f"2s contact density, screened/bare: {contact_ratio(Z):.3f}")
    print("order: " + " > ".join(order))

# Test: the size shift follows radius^(2 gamma); terms linear in the radius remain.
gamma83 = np.sqrt(1 - (83 * alpha)**2)
radius83 = 1.2 * 209**(1 / 3) / compton_fm
radius_power = np.log2(size_shift(83, -1, radius83) / size_shift(83, -1, radius83 / 2))
assert abs(radius_power - 2 * gamma83) < 0.08
print(f"radius exponent at Z=83: {radius_power:.3f}; 2 gamma {2 * gamma83:.3f}")

# Test: the changes of order claimed for the smaller contributions.
assert abs(table[20][4]) > abs(table[20][3]) and abs(table[54][4]) < abs(table[54][3])
assert abs(table[54][2]) > abs(table[54][3]) and abs(table[83][2]) < abs(table[83][3])

powers = np.log(table[83] / table[20]) / np.log(83 / 20)
print("effective Z exponents, Z=20 to 83:")
print(", ".join(f"{name} {p:.2f}" for name, p in zip(names, powers)))
print("all assertions hold")
```

It prints:

```
electron rest energy: 510999.0 eV
reduced Compton length: 386.159 fm
Breit coefficients at Z=1: 2s 0.02469, 2p1/2 0.05091
three-electron <sum p_i.p_j>/(Z^2 a.u.): -0.078037
--- Z=20, A=40, Z alpha=0.1459, m/M=1.371e-05
sphere radius: 4.104 fm
Breit 2s, 2p1/2: 0.289, 0.5965 eV
Breit 2p-2s: +0.3076 eV; Z^3 law +0.3039 eV
QED unit (a/8pi)(Za)^4 mc^2: 0.06732 eV
dF imported (rough): 3.6; jitter estimate 5.13
self-energy 2p-2s: -0.24 eV
dF at which self-energy = Breit: 4.57
Uehling 2s, 2p1/2: -0.01646, -9.22e-05 eV
Uehling 2p-2s: +0.0164 eV; Z^4 law +0.018 eV
size 2s, 2p1/2: 0.00155, 6.3e-06 eV
size 2p-2s: -0.00155 eV; low-Z law -0.00131 eV
recoil 2p-2s: -0.012 eV
2s contact density, screened/bare: 0.857
order: Breit > self-energy > vac.pol. > recoil > size
--- Z=54, A=132, Z alpha=0.3941, m/M=4.156e-06
sphere radius: 6.110 fm
Breit 2s, 2p1/2: 6.064, 12.62 eV
Breit 2p-2s: +6.552 eV; Z^3 law +5.982 eV
QED unit (a/8pi)(Za)^4 mc^2: 3.578 eV
dF imported (rough): 2.1; jitter estimate 2.48
self-energy 2p-2s: -7.5 eV
dF at which self-energy = Breit: 1.83
Uehling 2s, 2p1/2: -1.027, -0.0493 eV
Uehling 2p-2s: +0.978 eV; Z^4 law +0.954 eV
size 2s, 2p1/2: 0.448, 0.014 eV
size 2p-2s: -0.434 eV; low-Z law -0.154 eV
recoil 2p-2s: -0.026 eV
2s contact density, screened/bare: 0.946
order: self-energy > Breit > vac.pol. > size > recoil
--- Z=83, A=209, Z alpha=0.6057, m/M=2.625e-06
sphere radius: 7.121 fm
Breit 2s, 2p1/2: 24.89, 52.28 eV
Breit 2p-2s: +27.39 eV; Z^3 law +21.72 eV
QED unit (a/8pi)(Za)^4 mc^2: 19.97 eV
dF imported (rough): 1.9; jitter estimate 1.34
self-energy 2p-2s: -38 eV
dF at which self-energy = Breit: 1.37
Uehling 2s, 2p1/2: -9.1, -1.21 eV
Uehling 2p-2s: +7.89 eV; Z^4 law +5.32 eV
size 2s, 2p1/2: 13.1, 1.2 eV
size 2p-2s: -11.9 eV; low-Z law -1.17 eV
recoil 2p-2s: -0.038 eV
2s contact density, screened/bare: 0.965
order: self-energy > Breit > size > vac.pol. > recoil
radius exponent at Z=83: 1.576; 2 gamma 1.591
effective Z exponents, Z=20 to 83:
Breit 3.15, self-energy 3.55, vac.pol. 4.34, size 6.29, recoil 0.84
all assertions hold
```
